# Diffusion coefficient of epoxide oxygen hopping between bridges on graphene

An oxygen atom bound to graphene as an epoxide sits above the middle of a carbon-carbon bond and is tied to both carbons. When heated, it can let go of one carbon, swing about the other, and settle on a neighbouring bond. An atomistic calculation of this event gives a barrier and hence a hop rate, whereas a model of oxidation or reduction of the sheet needs a diffusion coefficient. The conversion depends on the lattice formed by the bridges, which is not the honeycomb lattice of the carbons.

## Model and conventions

Let \(a\) be the graphene lattice constant, the length of a primitive translation. The carbon-carbon distance is \(b=a/\sqrt3\). Let \(q\) be the rate of hopping to **one** neighbouring bridge. A bridge has four neighbours, so the total escape rate is \(4q\) and the mean residence time is \(1/(4q)\). In two dimensions \(D\) is defined by \(\langle r^2\rangle=4Dt\) at long times, with \(\mathbf r\) the displacement from the starting bridge.

The sheet is flat and unstrained, and all bridges have the same energy. The oxygen is alone, stays on one face and is not lost. Each hop ends on a bridge that shares a carbon with the old one, all such hops have equal rates, and the atom forgets its past between hops. Under these conditions

\[
\langle r^2\rangle=q a^2 t,\qquad D=\frac{q a^2}{4}.
\]

## The lattice of bridges

Let \(\mathbf n_1,\mathbf n_2,\mathbf n_3\) be unit vectors along the three bonds of a carbon on sublattice A, pointing to its B neighbours. They make angles of 120°, so \(\mathbf n_1+\mathbf n_2+\mathbf n_3=0\). Seen from the A carbon, the bridges lie at \(b\mathbf n_s/2\). A hop about this carbon from a bridge of orientation \(s\) to one of orientation \(r\) is the displacement

\[
\mathbf h_{sr}=\frac b2(\mathbf n_r-\mathbf n_s),\qquad
|\mathbf h_{sr}|=\frac b2\sqrt{2-2\cos120^\circ}=\frac{\sqrt3\,b}{2}=\frac a2 .
\]

Seen from a B carbon, the same bonds point along \(-\mathbf n_s\), so a hop about B from \(s\) to \(r\) is \(-\mathbf h_{sr}\). Each bridge touches one A and one B carbon, and its four hops therefore form two opposite pairs.

The direction of a hop follows from

\[
(\mathbf n_r-\mathbf n_s)\cdot(\mathbf n_r+\mathbf n_s)=1-1=0 .
\]

Since \(\mathbf n_r+\mathbf n_s=-\mathbf n_t\), where \(t\) is the third orientation, the hop is perpendicular to bond \(t\). Let \(\mathbf d_t=(a/2)\mathbf e_t\), with \(\mathbf e_t\) a unit vector perpendicular to \(\mathbf n_t\). The signs can be chosen so that

\[
\mathbf d_1=\frac a2(1,0),\quad
\mathbf d_2=\frac a2\left(-\frac12,\frac{\sqrt3}2\right),\quad
\mathbf d_3=\frac a2\left(-\frac12,-\frac{\sqrt3}2\right),
\]

which sum to zero. From orientation \(s\) the atom can move by \(\pm\mathbf d_t\) for the two values \(t\ne s\). The three bridges around each carbon form a triangle, and each bridge is a corner shared by two triangles. This is the kagome lattice.

## Mean square displacement

Let \(P_i(t)\) be the probability of finding the atom on bridge \(i\), at displacement \(\mathbf r_i\). A hop \(\mathbf h\) changes \(r_i^2\) by \(|\mathbf r_i+\mathbf h|^2-r_i^2=2\mathbf r_i\cdot\mathbf h+h^2\). Summing over the four hops, each at rate \(q\), gives

\[
\frac{d\langle r^2\rangle}{dt}
=q\sum_iP_i\left[2\mathbf r_i\cdot\sum_{\mathbf h}\mathbf h+\sum_{\mathbf h}h^2\right].
\]

The first sum over \(\mathbf h\) vanishes because the hops come in opposite pairs. The second is \(4(a/2)^2=a^2\). With \(\sum_iP_i=1\),

\[
\frac{d\langle r^2\rangle}{dt}=q a^2,
\]

and integration from \(\langle r^2\rangle=0\) gives \(\langle r^2\rangle=qa^2t\) at every time. Comparison with \(4Dt\) gives \(D=qa^2/4\).

No correlation factor appears, because the mean hop vanishes at each bridge separately. The available directions do depend on the bridge, but the expected next displacement is zero whatever the last hop was.

Two rewritings help when the input is in another convention. With the total escape rate \(\Gamma=4q\), \(D=\Gamma a^2/16\). With the bond length \(b\), \(a^2=3b^2\) and \(D=3qb^2/4\).

## Early anisotropy and its decay

The result for \(\langle r^2\rangle\) does not show that the two components spread equally. From orientation \(s\) the second-moment tensor grows at the rate

\[
M_s=2q\sum_{t\ne s}\mathbf d_t\mathbf d_t^{\mathsf T}
=2q\left(\sum_{t=1}^3\mathbf d_t\mathbf d_t^{\mathsf T}-\mathbf d_s\mathbf d_s^{\mathsf T}\right),
\]

where the 2 counts the two signs of each hop. In the full sum both diagonal elements are \((a^2/4)(3/2)=3a^2/8\), and the off-diagonal terms of \(\mathbf d_2\) and \(\mathbf d_3\) cancel. Hence

\[
M_s=q a^2\left(\frac34 I-\frac12\mathbf e_s\mathbf e_s^{\mathsf T}\right).
\]

The rate is \(3qa^2/4\) along the occupied bond and \(qa^2/4\) across it.

Let the atom start on orientation 1, and let \(p_1\) be the probability that it is on any bridge of that orientation. It leaves the orientation at rate \(4q\), since every hop changes orientation. Each of the other orientations sends two of its four hops to orientation 1. Therefore

\[
\frac{dp_1}{dt}=-4qp_1+2q(1-p_1)=2q-6qp_1,
\qquad p_1=\frac13+\frac23e^{-6qt}.
\]

Let \(x\) be the displacement along the first bond and \(y\) that across it. These axes differ from those used for the components of \(\mathbf d_t\) above, where the first coordinate runs across this bond. For orientations 2 and 3, \((\mathbf e_s\cdot\mathbf n_1)^2=3/4\), so \(\langle x^2\rangle\) grows from them at \(qa^2(3/4-3/8)=3qa^2/8\). Averaging over orientations,

\[
\frac{d\langle x^2\rangle}{dt}
=qa^2\left[\frac34p_1+\frac38(1-p_1)\right]
=qa^2\left[\frac12+\frac14e^{-6qt}\right].
\]

Integration, and subtraction from \(\langle x^2\rangle+\langle y^2\rangle=qa^2t\), gives

\[
\begin{aligned}
\langle x^2\rangle&=\frac{qa^2t}{2}+\frac{a^2}{24}\left(1-e^{-6qt}\right),\\
\langle y^2\rangle&=\frac{qa^2t}{2}-\frac{a^2}{24}\left(1-e^{-6qt}\right).
\end{aligned}
\]

By reflection in the first bond, \(\langle xy\rangle=0\). For \(qt\ll1\) the ratio of the components tends to 3. For \(qt\gg1\) both grow as \(qa^2t/2=2Dt\), and the offset \(\pm a^2/24\) stays fixed. A diffusion coefficient estimated as \(\langle x^2\rangle/(2t)\) from walks that all start on one orientation is then too high by the relative amount \(1/(12qt)\). Using \(\langle r^2\rangle/(4t)\), or starting equally on all three orientations, removes this bias.

Direct integration of the master equation on a finite patch of bridges, at \(qt=0.05\), 0.3 and 1.5, reproduced both moments and \(p_1\) with a largest error of \(1.3\times10^{-15}\), in units with \(a=1\).

## Decay of a density wave

A rate-equation code needs to know down to what wavelength the diffusion equation can replace the hopping. Define \(\rho_s(\mathbf k)=\sum_{i\in s}P_ie^{-i\mathbf k\cdot\mathbf r_i}\) for each orientation. Arrivals at \(s\) from \(r\) come through the two hops \(\pm\mathbf d_t\), whose phases add to \(2c_t\), with \(c_t=\cos(\mathbf k\cdot\mathbf d_t)\). Thus

\[
\frac{d\boldsymbol\rho}{dt}=(-4q+2qC)\boldsymbol\rho,\qquad
C=\begin{pmatrix}0&c_3&c_2\\c_3&0&c_1\\c_2&c_1&0\end{pmatrix}.
\]

The eigenvalues \(\mu\) of \(C\) obey

\[
\mu^3-(c_1^2+c_2^2+c_3^2)\mu-2\Pi=0,\qquad \Pi=c_1c_2c_3 .
\]

The angles \(\theta_t=\mathbf k\cdot\mathbf d_t\) sum to zero, so \(c_3=c_1c_2-\sin\theta_1\sin\theta_2\). Squaring \(c_3-c_1c_2\) gives

\[
c_3^2-2\Pi+c_1^2c_2^2=(1-c_1^2)(1-c_2^2),
\]

and therefore \(c_1^2+c_2^2+c_3^2=1+2\Pi\). The cubic now factors:

\[
\mu^3-(1+2\Pi)\mu-2\Pi=(\mu+1)(\mu^2-\mu-2\Pi)=0 .
\]

The eigenvalues \(\lambda=-4q+2q\mu\) of the rate matrix are

\[
\lambda_0=-6q,\qquad \lambda_\pm=q\left(-3\pm\sqrt{1+8\Pi}\right).
\]

Numerical diagonalization at 40 random wavevectors agreed with these to \(2.7\times10^{-15}q\).

The slow branch is \(\lambda_+\). Let \(S=\sum_t\theta_t^2=3a^2k^2/8\), from the tensor sum above. For three numbers with zero sum, \(\sum_t\theta_t^4=S^2/2\). Using \(\ln\cos\theta=-\theta^2/2-\theta^4/12+\dots\),

\[
\Pi=\exp\left(-\frac S2-\frac{S^2}{24}+\dots\right)
=1-\frac S2+\frac{S^2}{12}+\dots
\]

Then \(1+8\Pi=9-4S+2S^2/3+\dots\), whose square root is \(3-2S/3+S^2/27+\dots\), and

\[
\lambda_+=-q\left(\frac{2S}{3}-\frac{S^2}{27}+\dots\right)
=-\frac{qa^2k^2}{4}\left(1-\frac{a^2k^2}{48}+\dots\right).
\]

The diffusion equation gives the decay rate \(Dk^2\), so this second route also yields \(D=qa^2/4\). To leading order the diffusion equation overestimates the decay rate by the relative amount \(a^2k^2/48\). This correction does not depend on the direction of \(\mathbf k\).

## When the rates are not all equal

**Inequivalent carbons.** A substrate can distinguish the A and B carbons. Suppose the bridges keep equal energies, but hops about A have rate \(q_A\) and those about B have rate \(q_B\). Opposite hops no longer balance. From orientation \(s\) the drift is

\[
\mathbf v_s=(q_A-q_B)\sum_{r\ne s}\mathbf h_{sr}
=-\frac{3b}{2}(q_A-q_B)\mathbf n_s,
\]

because \(\sum_{r\ne s}\mathbf n_r-2\mathbf n_s=-3\mathbf n_s\). To remove the drift, follow the shifted position \(\mathbf X=\mathbf r+\alpha b\mathbf n_s/2\), where \(s\) is the current orientation. The shift is bounded, so \(\mathbf X\) and \(\mathbf r\) have the same diffusion coefficient. Each hop changes the shift by \(\alpha\mathbf h_{sr}\), and the drift of \(\mathbf X\) is

\[
-\frac{3b}{2}\left[(q_A-q_B)+\alpha(q_A+q_B)\right]\mathbf n_s .
\]

It vanishes for \(\alpha=-(q_A-q_B)/(q_A+q_B)\). A hop about A then changes \(\mathbf X\) by \((1+\alpha)\mathbf h_{sr}\), and one about B by \(-(1-\alpha)\mathbf h_{sr}\), with

\[
1+\alpha=\frac{2q_B}{q_A+q_B},\qquad 1-\alpha=\frac{2q_A}{q_A+q_B}.
\]

There are two hops of each kind, so

\[
4D=\frac{a^2}{4}\,2\,\frac{4q_Aq_B^2+4q_Bq_A^2}{(q_A+q_B)^2}
=\frac{a^2}{4}\,\frac{8q_Aq_B}{q_A+q_B},
\qquad
D=\frac{a^2}{4}\,\frac{2q_Aq_B}{q_A+q_B}.
\]

The harmonic mean of the rates replaces \(q\). If \(q_B\to0\), the atom circles one A carbon and \(D\to0\), although it still hops at rate \(2q_A\). Averaging the rates arithmetically would miss this.

**One deeper orientation.** Suppose bridges of orientation 1 are deeper by \(\varepsilon\), with saddle energies unchanged. Hops out of them have rate \(qe^{-\varepsilon/kT}\), and the other hops keep rate \(q\). In equilibrium \(p_1=e^{\varepsilon/kT}/Z\) and \(p_2=p_3=1/Z\), where \(Z=2+e^{\varepsilon/kT}\). The product of occupation and hop rate is \(q/Z\) for every orientation. Opposite hops still balance, so the long-time spread is isotropic and

\[
D=\frac{qa^2}{4}\,\frac{3}{2+e^{\varepsilon/kT}} .
\]

**Long hops.** If a fraction \(f\) of events carries the atom straight on to the second bridge, at distance \(a\), the mean square length of an event is \((a^2/4)[(1-f)+4f]\). At a fixed event rate, \(D\) is multiplied by \(1+3f\).

These three formulas agreed with diffusion coefficients from numerical diagonalization, in four directions, to within a relative error of \(10^{-5}\). The cases were \(\varepsilon=20\) and 60 meV at 400 K, for the deeper orientation and for the A/B barrier difference, and \(f=0.05\).

## Example: an oxygen atom at 400 K

Take \(a=0.246\) nm, an effective barrier \(E=0.80\) eV and an attempt frequency \(\nu=10^{13}\ \mathrm{s^{-1}}\) for each hop path. These are rough typical values for epoxide oxygen on graphene. Here \(\nu e^{-E/kT}\) is taken as the rate to one neighbour, which must be checked against the computed path. If the barrier leads instead to a short-lived position on top of the pivot carbon, reached at rate \(k\) and left with equal probability to each of its three bridges, then \(q=k/3\) and \(D=ka^2/12\). At 400 K, \(kT=0.03447\) eV and \(E/kT=23.209\), so

\[
q=\nu e^{-E/kT}=10^{13}e^{-23.209}\ \mathrm{s^{-1}}\approx833\ \mathrm{s^{-1}} .
\]

The mean residence time is \(1/(4q)=0.30\) ms. The diffusion coefficient is

\[
D=\frac{832.6\times(0.246)^2}{4}\ \mathrm{nm^2/s}
=12.6\ \mathrm{nm^2/s}=1.26\times10^{-13}\ \mathrm{cm^2/s}.
\]

In 0.10 s the atom makes 333 hops on average, and its rms displacement is \(\sqrt{4\times12.6\times0.10}=2.24\) nm. The memory of the starting orientation decays with the time constant \(1/(6q)=0.20\) ms. At that time \(\langle x^2\rangle=0.00664\ \mathrm{nm^2}\) and \(\langle y^2\rangle=0.00345\ \mathrm{nm^2}\), a ratio of 1.92. After 0.10 s the ratio is 1.002, so the anisotropy has no practical effect on that scale.

**Barrier.** An error of 0.05 eV in \(E\) changes \(D\) by a factor of 4.27 up or down. \(D\) is also proportional to \(\nu\), so an error of a factor of 3 in the attempt frequency changes it by the same factor. The value \(D\sim10^{-13}\ \mathrm{cm^2/s}\) is therefore good to an order of magnitude only if \(E\) is known to about 0.05 eV. An error of 0.1 eV changes \(D\) by a factor of 18: barriers of 0.70 and 0.90 eV give \(2.3\times10^{-12}\) and \(6.9\times10^{-15}\ \mathrm{cm^2/s}\).

**Tunnelling.** Let the barrier top be parabolic, with imaginary frequency equal in size to \(\nu\). Its transmission at energy \(\mathcal E\) relative to the top is \([1+e^{-2\pi\mathcal E/(h\nu)}]^{-1}\). With \(z=\mathcal E/kT\) and \(u=h\nu/kT\), the thermal flux relative to the classical flux is

\[
\int_{-\infty}^{\infty}\frac{e^{-z}\,dz}{1+e^{-2\pi z/u}}
=\frac{u}{2\pi}\int_0^\infty\frac{w^{u/2\pi-1}}{1+w}\,dw
=\frac{u/2}{\sin(u/2)},\qquad 0<u<2\pi,
\]

where \(w=e^{-2\pi z/u}\) and the last integral is the standard \(\pi/\sin(u/2)\). Here \(u=1.200\) and the factor is 1.063. This number rests on the assumed imaginary frequency, about 334 \(\mathrm{cm^{-1}}\); for 500 \(\mathrm{cm^{-1}}\) the same formula gives 1.15. Zero-point energies are taken as included in the effective barrier.

**Substrate and long hops.** The sizes here are illustrative. If the barriers about A and B carbons differ by 20 meV, placed symmetrically about \(E\), \(D\) is multiplied by 0.959; the arithmetic mean of the rates would wrongly give 1.042. If instead one orientation is deeper by 20 meV, the factor is 0.792. Five per cent of long hops gives 1.15.

**Other oxygens.** For an O/C ratio of 0.001 and 3/2 bridges per carbon, the fraction of occupied bridges is \(\theta=6.67\times10^{-4}\). Suppose two epoxides may not share a carbon, do not otherwise interact, and are placed at random. Of the target's four neighbours, one is the origin. Another shares the pivot carbon with the origin and must already be empty. An oxygen on either of the remaining two blocks the hop, so to leading order a fraction \(2\theta=0.133\%\) of hops is blocked. Correlated returns after such meetings add a correction of the same order, not computed here.

The mean spacing of the oxygens, taken as the inverse square root of their density, is 5.12 nm. The rms displacement reaches it after \(5.12^2/(4\times12.6)=0.52\) s. This is only a rough scale for meetings. The other oxygens move too, and some pairs start closer than the mean spacing, so an appreciable part of the atoms can meet another even within the 0.10 s window. If the oxygens only exclude one another, such meetings change \(D\) only at order \(\theta\), as above. If they bind or react, the isolated-atom result is assured only up to the first meeting. What follows depends on the strength of the binding or the rate of the reaction, which then has to be modelled.

## Use for real sheets

The chosen barrier and frequency are of the order expected for clean graphene, but the barrier depends on the electronic-structure method and on the charge in the sheet. It should be computed for the case at hand. The O/C ratio of 0.001 describes a lightly oxidized sheet. Graphene oxide typically holds oxygen at a ratio of some tenths, far from this example; there the dilute estimate \(2\theta\) is no longer reliable, and hydroxyl groups, defects and attraction between epoxides can change the hop rates themselves. On a supported but dilute sheet, the 20 meV cases above lower \(D\) by about 4% and 21%, less than the effect of a 0.05 eV barrier error. The coefficient describes motion along the sheet and says nothing about passage of oxygen through it. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
TESTS (a = 1, q = 1)
D from Bloch matrix, lowest direction: 0.250000 q a^2
D from Bloch matrix, highest direction: 0.250000 q a^2
largest band error: 2.7e-15 q
largest moment or occupation error: 1.3e-15
INPUTS (rough typical values)
lattice constant a: 0.246 nm
hop length a/2: 0.123 nm
effective barrier: 0.80 eV
attempt frequency: 1.0e+13 1/s
temperature: 400 K
observation time: 0.10 s
RESULTS
kT: 0.03447 eV
barrier / kT: 23.209
rate per neighbour q: 832.6 1/s
total escape rate 4q: 3330 1/s
mean residence time 1/(4q): 3.003e-04 s
D: 1.260e-13 cm2/s
D converted: 12.60 nm2/s
mean number of hops in window: 333
rms displacement in window: 2.24 nm
orientation memory time 1/(6q): 2.002e-04 s
<x^2> along first bond at that time: 0.00664 nm2
<x^2> across first bond at that time: 0.00345 nm2
ratio along/across at that time: 1.92
ratio along/across at end of window: 1.0020
NEGLECTED EFFECTS (illustrative sizes)
barrier error: 0.05 eV
factor on D up or down from it: 4.27
h nu / kT at barrier top, nu = attempt frequency: 1.200
tunnelling factor on D: 1.063
substrate energy difference: 0.020 eV
A/B carbon barriers differ, factor on D: 0.959
same, wrong arithmetic-mean factor: 1.042
one bond orientation deeper, factor on D: 0.792
fraction of long hops: 0.05
long-hop factor on D: 1.15
O/C ratio: 0.001
bridge coverage theta: 6.67e-04
fraction of hops blocked: 0.133 %
mean oxygen spacing: 5.12 nm
time for rms displacement to reach spacing: 0.520 s
```
